# Choosing the length factor in flexible-length transition-path shooting: verification in Python

```python
"""Flexible-length two-way shooting for transition paths.

Result under test: if a shooting frame is chosen uniformly among the n interior
frames of a path from A to B, accepting reactive trials with probability
min(1, n_old/n_new) leaves the path ensemble P invariant, where
P[x] = rho(x_0) * product of p(x_i -> x_i+1).
rho: equilibrium weight, p: one-step kernel, flip: velocity reversal,
redraw: velocity change at the shooting frame, n: number of interior frames.
Continuous model: adatom in a cosine potential; units nm, ps, eV, K.
"""
import numpy as np
from scipy import constants as sc


# ---------- complete enumeration on small state spaces ----------
def enumerate_paths(p, a_states, b_states, n_max):
    done, stack = [], [(a,) for a in a_states]
    while stack:
        path = stack.pop()
        for z in np.flatnonzero(p[path[-1]] > 0):
            z = int(z)
            if z in a_states:
                continue
            if z in b_states:
                if len(path) > 1:
                    done.append(path + (z,))
            elif len(path) <= n_max:
                stack.append(path + (z,))
    return done


def proposal_matrix(paths, p, flip, redraw):
    """Probability that a shot from path x generates reactive path y."""
    choose = np.zeros((len(paths), len(p)))
    grow = np.zeros_like(choose)
    for k, path in enumerate(paths):
        n = len(path) - 2
        for t in range(1, n + 1):
            prob = 1.0
            for i in range(t, n + 1):
                prob *= p[path[i], path[i + 1]]
            for i in range(t, 0, -1):
                prob *= p[flip[path[i]], flip[path[i - 1]]]
            choose[k, path[t]] += 1.0 / n
            grow[k, path[t]] += prob
    return choose @ redraw @ grow.T, choose, grow


def move_matrix(proposal, accept):
    k = proposal * accept
    k[np.diag_indices(len(k))] += 1 - k.sum(axis=1)
    return k


def path_weights(paths, p, rho):
    w = np.array([rho[x[0]] * np.prod([p[i, j] for i, j in zip(x, x[1:])])
                  for x in paths])
    return w / w.sum(), w


def drift(weight, k):
    """Total variation distance moved by one application of k."""
    weight = weight / weight.sum()
    return 0.5 * np.abs(weight @ k - weight).sum()


def spectrum(weight, k):
    r = np.sqrt(weight)
    s = r[:, None] * k / r[None, :]
    return np.linalg.eigvalsh(0.5 * (s + s.T))[::-1]


site_energy = np.array([0.0, 1.0, 1.8, 0.9, 0.3])   # in kT
n_state = 2 * len(site_energy)
flip = np.arange(n_state) ^ 1
swap = np.eye(n_state)[flip]
hop = np.zeros((n_state, n_state))
for z in range(n_state):
    i, s = divmod(z, 2)
    j = i + 2 * s - 1
    a = 0.0
    if 0 <= j < len(site_energy):
        a = min(1.0, np.exp(site_energy[i] - site_energy[j]))
        hop[z, 2 * j + s] = a
    hop[z, z ^ 1] += 1 - a
refresh = 0.8 * np.eye(n_state) + 0.2 * swap
p = refresh @ hop @ refresh
rho = np.repeat(np.exp(-site_energy), 2)
assert np.allclose(rho[:, None] * p, (rho[:, None] * p[flip][:, flip]).T,
                   atol=1e-14)
n_max = 5
paths = enumerate_paths(p, (0, 1), (8, 9), n_max)
pi, raw = path_weights(paths, p, rho)
n = np.array([len(x) - 2 for x in paths], float)
redraw = 0.5 * (np.eye(n_state) + swap)
prop, choose, grow = proposal_matrix(paths, p, flip, redraw)
# growing a path from any of its frames z has probability P / rho(z)
assert np.allclose(grow * rho, choose * (n * raw)[:, None], rtol=1e-10, atol=1e-15)
right = move_matrix(prop, np.minimum(1, n[:, None] / n[None, :]))
always = move_matrix(prop, np.ones_like(prop))
miscount = move_matrix(prop, np.minimum(1, (n[:, None] + 2) / (n[None, :] + 2)))
no_flip = proposal_matrix(paths, p, np.arange(n_state), redraw)[0]
no_flip = move_matrix(no_flip, np.minimum(1, n[:, None] / n[None, :]))
d_right, d_always = drift(pi, right), drift(pi, always)
d_miscount, d_noflip = drift(pi, miscount), drift(pi, no_flip)
assert right.min() > -1e-13 and d_right < 1e-12
assert min(d_always, d_miscount, d_noflip) > 1e-5
assert drift(pi * n, always) < 1e-12
assert drift(pi * n / (n + 2), miscount) < 1e-12
eig = spectrum(pi, right)
assert abs(eig[0] - 1) < 1e-10 and eig[1] < 1 - 1e-4

# two channels that meet only in A (state 0) and B (state 3)
p2 = np.zeros((4, 4))
for i, j, rate in ((0, 1, .2), (0, 2, .1), (1, 3, .3), (2, 3, .2)):
    p2[i, j] = p2[j, i] = rate
p2 += np.diag(1 - p2.sum(axis=1))
paths2 = enumerate_paths(p2, (0,), (3,), n_max)
pi2, _ = path_weights(paths2, p2, np.ones(4))
n2 = np.array([len(x) - 2 for x in paths2], float)
prop2 = proposal_matrix(paths2, p2, np.arange(4), np.eye(4))[0]
k2 = move_matrix(prop2, np.minimum(1, n2[:, None] / n2[None, :]))
eig2 = spectrum(pi2, k2)
assert drift(pi2, k2) < 1e-12
assert abs(eig2[1] - 1) < 1e-10 and eig2[2] < 1 - 1e-4

# ---------- adatom in a trough: Langevin dynamics ----------
KB = sc.k / sc.e
MASS_U, BARRIER, HOP = 58.69, 0.40, 0.249
MASS = MASS_U * sc.atomic_mass * 1e6 / sc.e         # eV ps^2 / nm^2
GAMMA, DT, TEMP, HOT = 2.0, 0.005, 400.0, 1500.0
XA, XB, MID, WINDOW = 0.2 * HOP, 0.8 * HOP, 0.5 * HOP, 0.010
WAVE, CAP = 2 * np.pi / HOP, 1000
rng = np.random.default_rng(20)


def potential(x):
    return 0.5 * BARRIER * (1 - np.cos(WAVE * x))


def force(x):
    return -0.5 * BARRIER * WAVE * np.sin(WAVE * x)


def maxwell(size, temp):
    return np.sqrt(KB * temp / MASS) * rng.standard_normal(size)


def step(x, v, temp, gamma=GAMMA, dt=DT):
    c = np.exp(-0.5 * gamma * dt)
    s = np.sqrt(1 - c * c)
    v = c * v + s * maxwell(x.size, temp)
    vh = v + 0.5 * dt * force(x) / MASS
    xn = x + dt * vh
    vn = vh + 0.5 * dt * force(xn) / MASS
    dh = potential(xn) - potential(x) + 0.5 * MASS * (vn**2 - v**2)
    ok = rng.random(x.size) < np.exp(-np.maximum(dh, 0) / (KB * temp))
    x, v = np.where(ok, xn, x), np.where(ok, vn, -v)
    return x, c * v + s * maxwell(x.size, temp), ok


def shoot(x, v, limit, temp, gamma=GAMMA, dt=DT, store=True):
    """Run to A (end -1) or B (end +1); end 0 means frame limit exceeded."""
    size = x.size
    frames = np.empty((size, CAP)) if store else None
    count, near, end = (np.zeros(size, int) for _ in range(3))
    last = np.zeros((size, 2))
    ids = np.arange(size)
    while ids.size:
        x, v, _ = step(x, v, temp, gamma, dt)
        side = (x >= XB).astype(int) - (x <= XA).astype(int)
        out = side != 0
        gone = ids[out]
        end[gone] = side[out]
        last[gone, 0], last[gone, 1] = x[out], v[out]
        keep = ~out & (count[ids] < limit[ids])
        ids, x, v = ids[keep], x[keep], v[keep]
        if store:
            frames[ids, count[ids]] = x
        count[ids] += 1
        near[ids] += np.abs(x - MID) < WINDOW
    return frames, count, near, end, last


def window_reference(temp, points, gamma=GAMMA, dt=DT):
    """Path lengths and weights from equilibrium points near the barrier top."""
    x = MID + WINDOW * (2 * rng.random(points) - 1)
    low = potential(MID + WINDOW)
    x = x[rng.random(points) < np.exp(-(potential(x) - low) / (KB * temp))]
    v = maxwell(x.size, temp)
    limit = np.full(x.size, 4 * CAP)
    _, nf, wf, ef, last = shoot(x, v, limit, temp, gamma, dt, False)
    _, nb, wb, eb, _ = shoot(x, -v, limit, temp, gamma, dt, False)
    assert np.all(ef != 0) and np.all(eb != 0)
    r = (ef == 1) & (eb == -1)
    return (1 + nf + nb)[r], 1.0 / (1 + wf + wb)[r], last[r]


def weighted(f, w):
    mean = np.sum(w * f) / w.sum()
    return mean, np.sqrt(np.sum((w * (f - mean))**2)) / w.sum()


def long_start(temp):
    x, v = np.full(500, MID), maxwell(500, temp)
    limit = np.full(500, CAP // 2 - 1)
    ff, nf, _, ef, _ = shoot(x, v, limit, temp)
    fb, nb, _, eb, _ = shoot(x, -v, limit, temp)
    k = np.argmax(np.where((ef == 1) & (eb == -1), nf + nb, -1))
    assert ef[k] == 1 and eb[k] == -1
    return np.concatenate((fb[k, :nb[k]][::-1], [MID], ff[k, :nf[k]]))


def path_sampling(temp, length_rule, chains=1000, moves=120, burn=40):
    """Positions suffice for storage because velocities are redrawn."""
    start = long_start(temp)
    paths = [start] * chains
    lengths, accepted, capped = [], 0, 0
    for move in range(moves):
        old = np.array([len(x) for x in paths])
        pick = (rng.random(chains) * old).astype(int)
        x = np.array([path[k] for path, k in zip(paths, pick)])
        v = maxwell(chains, temp)
        cap = np.full(chains, CAP)
        if length_rule:
            u = 1 - rng.random(chains)
            cap = np.minimum(np.floor(old / u), CAP).astype(int)
        ff, nf, _, ef, _ = shoot(x, v, cap - 1, temp)
        go = np.flatnonzero(ef == 1)
        fb, nb, _, eb, _ = shoot(x[go], -v[go], cap[go] - 1 - nf[go], temp)
        for j in np.flatnonzero(eb == -1):
            k = go[j]
            paths[k] = np.concatenate((fb[j, :nb[j]][::-1], x[k:k + 1],
                                       ff[k, :nf[k]]))
        if move >= burn:
            accepted += np.sum(eb == -1)
            capped += np.sum(ef == 0) + np.sum(eb == 0)
            lengths.append([len(path) for path in paths])
    lengths = np.array(lengths)
    assert lengths.max() < CAP // 2
    trials = lengths.size
    return lengths, accepted / trials, capped / trials, len(start)


def chain_mean(f):
    m = f.mean(axis=0)
    return m.mean(), m.std(ddof=1) / np.sqrt(m.size)


def agree(one, two):
    return abs(one[0] - two[0]) < 4.5 * np.hypot(one[1], two[1])


def tst_rate(temp):
    """Transition-state-theory hop rate in one direction, per ps."""
    grid = np.arange(4000) * HOP / 4000
    z = HOP * np.exp(-potential(grid) / (KB * temp)).mean()
    return np.sqrt(KB * temp / (2 * np.pi * MASS)) * np.exp(
        -BARRIER / (KB * temp)) / z


def unbiased_run(temp, walkers=3000, steps=4000):
    x = HOP * rng.random(40 * walkers)
    x = x[rng.random(x.size) < np.exp(-potential(x) / (KB * temp))][:walkers]
    assert x.size == walkers
    v = maxwell(walkers, temp)
    was = (x > XA) & (x < XB)
    entry, count = np.zeros(walkers, int), np.zeros(walkers, int)
    found, occupied, refused = [], 0.0, 0.0
    for _ in range(steps):
        x, v, ok = step(x, v, temp)
        y = x % HOP
        inside = (y > XA) & (y < XB)
        side = np.where(y < MID, -1, 1)
        new = inside & ~was
        entry[new], count[new] = side[new], 0
        crossed = ~inside & was & (entry * side == -1)
        found.append(count[crossed])
        count[inside] += 1
        was = inside
        occupied += inside.mean() / steps
        refused += 1 - ok.mean() if False else (~ok).mean() / steps
    found = np.concatenate(found)
    rate = found.size / (2 * walkers * steps * DT)
    return found, occupied, rate, refused


# high temperature: long unbiased trajectories give the ensemble by definition
free, occupied, free_rate, refused = unbiased_run(HOT)
free_mean = (free.mean(), free.std(ddof=1) / np.sqrt(free.size))
grid = (np.arange(4000) + 0.5) * HOP / 4000
boltz = np.exp(-potential(grid) / (KB * HOT))
occ_exact = boltz[(grid > XA) & (grid < XB)].sum() / boltz.sum()
assert abs(occupied / occ_exact - 1) < 0.05
assert 0.5 < free_rate / tst_rate(HOT) < 1.05
hot_len, hot_weight, _ = window_reference(HOT, 50000)
hot_ref = weighted(hot_len, hot_weight)
hot_tps = chain_mean(path_sampling(HOT, True)[0])
assert agree(free_mean, hot_ref) and agree(free_mean, hot_tps)

# working temperature
ref_len, ref_w, arrival = window_reference(TEMP, 60000)
ref = weighted(ref_len, ref_w)
tail_frames = int(round(1.25 * ref[0]))
ref_tail = weighted((ref_len > tail_frames).astype(float), ref_w)
biased_prediction = weighted(ref_len, ref_w * ref_len)
lengths, acc, capped, start_len = path_sampling(TEMP, True)
tps = chain_mean(lengths)
tps_tail = chain_mean((lengths > tail_frames).astype(float))
wrong = chain_mean(path_sampling(TEMP, False)[0])
assert agree(tps, ref) and agree(tps_tail, ref_tail)
assert agree(wrong, biased_prediction)
assert wrong[0] - tps[0] > 6 * np.hypot(wrong[1], tps[1])
independent = lengths.var() / tps[1]**2

# size of time-step error and of effects outside the model
half_len, half_w, _ = window_reference(TEMP, 60000, dt=DT / 2)
half = weighted(half_len, half_w)
soft_len, soft_w, _ = window_reference(TEMP, 40000, gamma=GAMMA / 2)
hard_len, hard_w, _ = window_reference(TEMP, 40000, gamma=GAMMA * 2)
soft, hard = weighted(soft_len, soft_w), weighted(hard_len, hard_w)
x, v, w = arrival[:5000, 0], arrival[:5000, 1], ref_w[:5000]
SETTLE = 3.0
for _ in range(int(round(SETTLE / DT))):
    x, v, _ok = step(x, v, TEMP)
well = np.rint(x / HOP)
back, far = w[well <= 0].sum() / w.sum(), w[well >= 2].sum() / w.sum()
omega = np.sqrt(0.5 * BARRIER * WAVE**2 / MASS)      # same at well and top
quantum = sc.hbar * omega * 1e12 / (sc.k * TEMP)
DEBYE, RIVAL = 450.0, 0.05
debye_omega = sc.k * DEBYE / sc.hbar * 1e-12
wait = 1 / (2 * tst_rate(TEMP))
assert abs(half[0] * DT / 2 - ref[0] * DT) < 0.05 * ref[0] * DT

print("ENUMERATED WALKER")
print("site energies (kT):", site_energy, " velocity flip prob. per half step: 0.2"
      if np.isclose(refresh[0, 1], 0.2) else "")
print(f"maximum interior frames: {n_max}; reactive paths: {len(paths)}")
print(f"one-move drift, correct rule (total variation): {d_right:.1e}")
print(f"one-move drift, always accept: {d_always:.5f}")
print(f"one-move drift, n+2 used in ratio: {d_miscount:.5f}")
print(f"one-move drift, no velocity reversal: {d_noflip:.5f}")
print(f"mean n, true ensemble: {pi @ n:.4f} frames")
print(f"mean n, always accept: {(pi * n) @ n / (pi @ n):.4f} frames")
q = pi * n / (n + 2)
print(f"mean n, n+2 used in ratio: {q @ n / q.sum():.4f} frames")
print(f"second eigenvalue, correct rule: {eig[1]:.4f}")
print(f"two separate channels, leading eigenvalues: {eig2[0]:.6f} {eig2[1]:.6f}"
      f" {eig2[2]:.4f}")
print("ADATOM MODEL, rough Ni(110) trough parameters")
print(f"mass {MASS_U} u; barrier {BARRIER:.2f} eV; hop length {HOP} nm")
print(f"friction {GAMMA} /ps; time step {DT * 1000:.1f} fs; T {TEMP:.0f} K")
print(f"A edge {XA:.4f} nm; B edge {XB:.4f} nm; window half-width {WINDOW} nm")
print(f"barrier/kT: {BARRIER / (KB * TEMP):.2f}")
print(f"well and barrier angular frequency: {omega:.2f} /ps")
print(f"TST waiting time, both directions: {wait / 1000:.1f} ns")
print(f"TEST AT {HOT:.0f} K (mean interior frames, standard error)")
print(f"unbiased trajectories: {free_mean[0]:.2f} +- {free_mean[1]:.2f}"
      f" from {free.size} crossings")
print(f"window reference: {hot_ref[0]:.2f} +- {hot_ref[1]:.2f}")
print(f"path sampling: {hot_tps[0]:.2f} +- {hot_tps[1]:.2f}")
print(f"interior occupancy, run and quadrature: {occupied:.4f} {occ_exact:.4f}")
print(f"crossing rate / TST rate: {free_rate / tst_rate(HOT):.3f}")
print(f"refused Verlet steps: {100 * refused:.3f} %")
print(f"RESULTS AT {TEMP:.0f} K")
print(f"chains {lengths.shape[1]}; recorded moves per chain {lengths.shape[0]};"
      f" starting path {start_len} frames")
print(f"mean n, window reference: {ref[0]:.2f} +- {ref[1]:.2f} frames")
print(f"mean n, path sampling: {tps[0]:.2f} +- {tps[1]:.2f} frames")
print(f"mean time between states, path sampling: {tps[0] * DT:.4f}"
      f" +- {tps[1] * DT:.4f} ps")
print(f"standard deviation of that time: {lengths.std() * DT:.4f} ps")
print(f"waiting time / time between states: {wait / (tps[0] * DT):.2e}")
print(f"fraction above {tail_frames} frames, reference: {ref_tail[0]:.4f}"
      f" +- {ref_tail[1]:.4f}")
print(f"fraction above {tail_frames} frames, sampling: {tps_tail[0]:.4f}"
      f" +- {tps_tail[1]:.4f}")
print(f"accepted trials: {100 * acc:.1f} %; stopped by length cap:"
      f" {100 * capped:.1f} %")
print(f"effective independent paths: {independent:.0f} of {lengths.size}")
print(f"mean n, always accept, sampled: {wrong[0]:.2f} +- {wrong[1]:.2f} frames")
print(f"mean n, always accept, predicted: {biased_prediction[0]:.2f}"
      f" +- {biased_prediction[1]:.2f} frames")
print(f"bias from always accepting: {100 * (wrong[0] / tps[0] - 1):.1f} %")
print("SIZE OF ERRORS AND NEGLECTED EFFECTS")
print(f"time between states, step {DT * 1000:.1f} fs: {ref[0] * DT:.4f}"
      f" +- {ref[1] * DT:.4f} ps")
print(f"time between states, step {DT * 500:.1f} fs: {half[0] * DT / 2:.4f}"
      f" +- {half[1] * DT / 2:.4f} ps")
print(f"shift on halving the step: {1000 * (half[0] / 2 - ref[0]) * DT:.2f} fs")
print(f"time between states, friction halved: {soft[0] * DT:.4f} ps")
print(f"time between states, friction doubled: {hard[0] * DT:.4f} ps")
print(f"{SETTLE:.0f} ps after reaching B: back in A or beyond {100 * back:.2f} %,"
      f" past B {100 * far:.2f} %")
print(f"leading tunnelling correction to rate: {100 * quantum**2 / 24:.2f} %")
print(f"barrier / Debye frequency (rough {DEBYE:.0f} K):"
      f" {omega / debye_omega:.3f}")
print(f"rate ratio of rival process {RIVAL:.2f} eV higher, equal prefactor:"
      f" {np.exp(-RIVAL / (KB * TEMP)):.3f}")
print("checks complete")
```

Printed output:

```
ENUMERATED WALKER
site energies (kT): [0.  1.  1.8 0.9 0.3]  velocity flip prob. per half step: 0.2
maximum interior frames: 5; reactive paths: 800
one-move drift, correct rule (total variation): 7.7e-16
one-move drift, always accept: 0.01460
one-move drift, n+2 used in ratio: 0.00451
one-move drift, no velocity reversal: 0.07865
mean n, true ensemble: 3.4777 frames
mean n, always accept: 3.6191 frames
mean n, n+2 used in ratio: 3.5242 frames
second eigenvalue, correct rule: 0.8603
two separate channels, leading eigenvalues: 1.000000 1.000000 0.9445
ADATOM MODEL, rough Ni(110) trough parameters
mass 58.69 u; barrier 0.40 eV; hop length 0.249 nm
friction 2.0 /ps; time step 5.0 fs; T 400 K
A edge 0.0498 nm; B edge 0.1992 nm; window half-width 0.01 nm
barrier/kT: 11.60
well and barrier angular frequency: 14.47 /ps
TST waiting time, both directions: 24.4 ns
TEST AT 1500 K (mean interior frames, standard error)
unbiased trajectories: 46.60 +- 0.18 from 10138 crossings
window reference: 46.55 +- 0.13
path sampling: 46.94 +- 0.22
interior occupancy, run and quadrature: 0.2005 0.2000
crossing rate / TST rate: 0.911
refused Verlet steps: 0.002 %
RESULTS AT 400 K
chains 1000; recorded moves per chain 80; starting path 228 frames
mean n, window reference: 65.54 +- 0.14 frames
mean n, path sampling: 65.58 +- 0.28 frames
mean time between states, path sampling: 0.3279 +- 0.0014 ps
standard deviation of that time: 0.0960 ps
waiting time / time between states: 7.43e+04
fraction above 82 frames, reference: 0.1644 +- 0.0022
fraction above 82 frames, sampling: 0.1674 +- 0.0047
accepted trials: 11.6 %; stopped by length cap: 5.6 %
effective independent paths: 4849 of 80000
mean n, always accept, sampled: 70.67 +- 0.24 frames
mean n, always accept, predicted: 71.00 +- 0.15 frames
bias from always accepting: 7.8 %
SIZE OF ERRORS AND NEGLECTED EFFECTS
time between states, step 5.0 fs: 0.3277 +- 0.0007 ps
time between states, step 2.5 fs: 0.3264 +- 0.0007 ps
shift on halving the step: -1.25 fs
time between states, friction halved: 0.3169 ps
time between states, friction doubled: 0.3471 ps
3 ps after reaching B: back in A or beyond 0.71 %, past B 8.12 %
leading tunnelling correction to rate: 0.32 %
barrier / Debye frequency (rough 450 K): 0.246
rate ratio of rival process 0.05 eV higher, equal prefactor: 0.234
checks complete
```
